Why Kerr bistability requires a detuning above √3

**A case that can be solved by hand**

A ring resonator with a Kerr nonlinearity is driven by a steady laser. If its field is the same all round the ring, the Lugiato-Lefever equation reduces to

dψ/dτ = −(1 + iα)ψ + i|ψ|²ψ + F. (1)

Here ψ is the scaled field, τ is time in units of two photon lifetimes, α is the detuning in half linewidths and F > 0 is the constant drive. Positive α means that the laser frequency lies below the resonance of the unexcited ring.

Write Y = |ψ|² and X = F². In a steady state F = ψ[1 + i(α − Y)], and the squared modulus of both sides gives

X = Y[1 + (α − Y)²]. (2)

Take α = 3 and X = 4. Then Y(10 − 6Y + Y²) = 4, or

Y³ − 6Y² + 10Y − 4 = (Y − 2)(Y² − 4Y + 2) = 0.

The roots are Y = 2 − √2, 2 and 2 + √2: one laser setting admits three field energies. Now take α = 0. Equation (2) becomes X = Y + Y³, whose right side rises steadily, so each drive admits one energy. Somewhere between these detunings the behaviour changes.

**Assumptions and scaling**

The algebra uses atomic units, so ħ = 1 and frequencies are energies. Let |A|² be the photon number in one mode, κ the total energy loss rate, κ_ex the part of κ due to the input coupler, P the laser power, and δ = ω₀ − ω_p the resonance frequency minus the laser frequency. The mean-field model assumes that loss, detuning and Kerr phase are small in each round trip.

The stored energy ω|A|² fills a volume V and moves at speed c/n_g, where n_g is the group index. Its intensity is I = ω|A|²c/(n_gV), and it raises the refractive index by n₂I, with n₂ > 0. The phase per round trip must stay fixed at resonance, so n_g dω + ωn₂I = 0. The resonance therefore falls by g|A|², with

g = ω²c n₂/(n_g²V).

In the frame of the laser, with time factor exp(−iω_p t), the amplitude obeys

dA/dt = −(κ/2 + iδ)A + ig|A|²A + √(κ_ex P/ω).

The difference between ω₀ and ω_p is neglected in g and in the photon flux P/ω. Set τ = κt/2, α = 2δ/κ and ψ = √(2g/κ) A. Multiplying the equation by (2/κ)√(2g/κ) gives (1), with

F = (2/κ)√(2g/κ) √(κ_ex P/ω), X = F² = 8gκ_ex P/(κ³ω). (3)

The phase of A has been chosen to make F positive.

**Theorem**

For equation (1) with real α and constant F > 0:

(a) If α ≤ √3, there is one steady state for each F, and every trajectory tends to it. There is no bistability.

(b) If α > √3, there is an open interval of X in which three steady states exist. The states of lowest and highest energy are stable against uniform disturbances, and the middle one is unstable. Both ends of the interval lie above 8/(3√3).

The condition on α is thus necessary at any drive. It is sufficient for some drive to give bistability, but not for every drive to do so.

**Lemma 1: the drive curve rises if α ≤ √3**

Let h(Y) be the right side of (2). Each Y > 0 with h(Y) = X gives one steady field, ψ = F/[1 + i(α − Y)]. Since h(0) = 0 and h grows without limit, at least one steady state exists for each X > 0. With Δ = α − Y, differentiation gives

h′(Y) = 1 + Δ² − 2YΔ = 3Y² − 4αY + α² + 1. (4)

Suppose h′(Y) ≤ 0 at some Y > 0. Then 2YΔ ≥ 1 + Δ² > 0, so Δ is positive and may be divided out:

Y ≥ (1 + Δ²)/(2Δ).

Adding Δ to both sides and using α = Y + Δ,

α ≥ (1 + 3Δ²)/(2Δ) = √3 + (1 − √3Δ)²/(2Δ) ≥ √3.

Hence h′ > 0 for all Y > 0 if α < √3. At α = √3, equation (4) becomes

h′(Y) = 3Y² − 4√3Y + 4 = 3(Y − 2/√3)².

This vanishes at a single point and is positive elsewhere, so h still rises strictly. In both cases each X has one steady state. ∎

The argument has a physical reading. Suppose the resonance has been shifted by an energy Y. The cavity would then hold X/[1 + (α − Y)²]. The derivative of this response with respect to Y, taken at a steady state, is the loop gain

G = 2XΔ/(1 + Δ²)² = 2YΔ/(1 + Δ²),

and (4) reads h′ = (1 + Δ²)(1 − G). A falling drive curve means G > 1: a small rise in energy pulls the resonance towards the laser strongly enough to call for a larger rise. This needs Δ > 0, with the laser still below the shifted resonance.

At fixed X, the factor 2Δ/(1 + Δ²)² is largest at Δ = 1/√3, the steepest point of the Lorentzian, where it equals 3√3/8. Gain above one therefore also requires X > 8/(3√3). The two limits meet at Δ = 1/√3, Y = 2/√3 and α = √3.

**Lemma 2: the drive curve folds if α > √3**

The zeros of (4) are

Y± = [2α ± √(α² − 3)]/3. (5)

For α > √3 they are real and distinct. Their sum 4α/3 and product (α² + 1)/3 are positive, so both are positive. The curve h rises up to Y₋, falls to Y₊ and then rises again. Three steady states exist when

h(Y₊) < X < h(Y₋). (6)

The width of this window follows from h′ = 3(Y − Y₋)(Y − Y₊). With w = Y₊ − Y₋ = (2/3)√(α² − 3),

h(Y₋) − h(Y₊) = 3∫(Y − Y₋)(Y₊ − Y)dY = 3(w³/6) = 4(α² − 3)^(3/2)/27,

where the integral runs from Y₋ to Y₊. The window closes continuously at the threshold.

To locate its lower end, let α vary. Since h′(Y₊) = 0, the motion of Y₊ does not contribute to the first derivative, and

dh(Y₊)/dα = 2Y₊(α − Y₊) = (2/3)Y₊[α − √(α² − 3)] > 0.

The lower end therefore rises from its value at α = √3, which is (2/√3)(1 + 1/3) = 8/(3√3) ≈ 1.540. The upper end lies higher still. ∎

For α < −√3 the zeros (5) are real, but both are negative and correspond to no field. This is why the condition is on α and not on |α|. For a defocusing medium the Kerr term in (1) changes sign. Complex conjugation then restores the form of (1) with α replaced by −α, and the condition becomes α < −√3.

For large positive α, expanding (5) gives Y₊ ≈ α − 1/(2α) and Y₋ ≈ α/3. To leading order, bistability then extends from X ≈ α to X ≈ 4α³/27. At the lower end, the upper state is about to vanish and is shifted almost onto resonance. At the upper end, the lower state is about to vanish and its Kerr shift is about a third of the detuning.

**Lemma 3: the slope decides uniform stability**

Put ψ = ψ₀ + ε and keep terms linear in ε. Since |ψ|²ψ = ψ²ψ*, its change is 2Yε + ψ₀²ε*, and

dε/dτ = [−1 + i(2Y − α)]ε + iψ₀²ε*.

Together with the conjugate equation this is a two-by-two linear system. Its characteristic equation is

(λ + 1)² + (2Y − α)² − Y² = 0,

λ = −1 ± √(4αY − 3Y² − α²). (7)

The two rates add to −2. Their product is 1 − (4αY − 3Y² − α²) = h′(Y). If h′ > 0, the rates are either both real and negative or complex with real part −1, so the state is stable. If h′ < 0, one rate is positive and one negative, so the state is a saddle. ∎

**Lemma 4: the uniform field always settles**

Counting steady states does not exclude a lasting oscillation, which could also be a second attractor. From (1),

d|ψ|²/dτ = −2|ψ|² + 2F Re ψ ≤ −2|ψ|(|ψ| − F).

The modulus falls whenever it exceeds F, so trajectories are bounded. With ψ = u + iv,

du/dτ = −u + αv − (u² + v²)v + F,

dv/dτ = −v − αu + (u² + v²)u.

The divergence of this flow is (−1 − 2uv) + (−1 + 2uv) = −2, so every area S in the (u, v) plane shrinks as dS/dτ = −2S. A closed orbit would enclose a region that the flow maps onto itself, with constant area, which is a contradiction. The same holds for a closed chain of orbits joining steady states, or one orbit leaving and returning to the same state.

The Poincaré-Bendixson theorem states that a bounded trajectory in a plane, with finitely many steady states, approaches a steady state, a closed orbit or such a closed chain. The last two are excluded, so it approaches a steady state. ∎

**Proof of the theorem**

For α ≤ √3, Lemma 1 gives one steady state and Lemma 4 sends every trajectory to it. This includes the point α = √3, Y = 2/√3, where one linear rate is zero. For α > √3, Lemma 2 gives the window (6) and its bounds. In it the outer states lie on rising parts of h and the middle state on the falling part. Lemma 3 then gives their stability. ∎

In the opening case α² = 9, so the fold energies are (6 ± √6)/3 = 1.184 and 2.816, and the window is 2.911 < X < 5.089. The chosen X = 4 lies inside. For both outer states Y² = 4Y − 2, so the quantity under the root in (7) is 12Y − 3(4Y − 2) − 9 = −3, and both decay at rate 1 in units of κ/2. For Y = 2 it is 24 − 12 − 9 = 3, and the disturbance grows at rate √3 − 1 = 0.732.

**Remark on dispersion**

The theorem concerns uniform fields and uniform disturbances. It does not rule out bistability between a uniform field and a patterned one. Let the mode frequencies be ω₀ + D₁μ + D₂μ²/2, with integer μ counted from the pumped mode. A disturbance in modes ±μ then sees the detuning α + dμ², where d = D₂/κ. The Kerr coupling is unchanged, so the steps leading to (7) give

λ = −1 ± √[Y² − (α + dμ² − 2Y)²]. (8)

The growth rate cannot exceed Y − 1. On the upper state Y > Y₊ > 2/√3 > 1, and 2Y − α > 0. With anomalous dispersion, d > 0, the upper state is therefore unstable if a mode lies near dμ² = 2Y − α. With normal dispersion, d < 0, the mismatch in (8) grows in size with |μ|, and the upper state stays stable. A lower state with Y < 1 is stable for either sign.

**A silicon nitride ring**

The following round values are roughly typical of an annealed silicon nitride ring: wavelength 1550 nm, total linewidth ħκ = 0.80 µeV, radius 100 µm, mode area 1.0 µm², n_g = 2.1 and n₂ = 2.4 × 10⁻¹⁹ m²/W. Half of the loss is due to the coupler. The photon energy is 0.800 eV.

With ħ restored, the Kerr shift per photon is ħg = (ħω)²c n₂/(n_g²V) = 2.66 × 10⁻¹⁵ eV, where V is the mode area times the circumference. One unit of Y is then κ/(2g) = 1.50 × 10⁸ photons, and one unit of τ is 2/κ = 1.65 ns. For κ_ex = κ/2, equation (3) makes one unit of X equal to the energy of those photons divided by that time, or 11.7 mW. Hence

critical detuning = √3 × 0.40 µeV = 0.693 µeV (167.5 MHz),

least power for bistability = 1.540 × 11.7 mW = 18.0 mW.

The least power is a limit approached at the critical detuning. At the example's detuning, 3 × 0.40 = 1.20 µeV, the window runs from 34 to 60 mW, and X = 4 means 46.8 mW.

For a rough dispersion |ħD₂| = 0.010 µeV, |d| = 0.0125. If it is anomalous, the upper state is unstable, and (8) gives the fastest growth at μ = 17, with rate 2.41. If it is normal, both outer states are stable against small disturbances, and in this sense the bistability at X = 4 survives dispersion. A large local disturbance is not covered by (8): it can let one state spread round the ring and replace the other. Nor does the whole hysteresis loop survive: by (8), a lower state with 1 < Y < Y₋ is unstable if a mode lies near |d|μ² = α − 2Y. At Y = 1.1, for example, the modes μ = ±8 grow at rate 0.1, so the lower branch fails slightly before the upper end of the window.

**What heating changes**

Heating is the largest of the corrections estimated in this section. Let 1 % of the internal loss become heat, an assumed share that depends strongly on the process, and let the thermal resistance be roughly 500 K/W. At this coupling the internal loss is 11.7 mW per unit of Y. The upper state of the unheated example thus absorbs 0.01 × 3.414 × 11.7 = 0.400 mW, which would warm the ring by 0.200 K if the field energy were held fixed. With an index change of 2.5 × 10⁻⁵ per kelvin, the ratio of thermal to Kerr shift is

r = (0.800 eV × 2.5 × 10⁻⁵ × 0.200)/(2.1 × 3.414 × 0.40 × 10⁻⁶ eV) = 1.39.

Both shifts are proportional to Y, so r is the same for every steady state. Equation (2) becomes X = Y[1 + (α − (1 + r)Y)²]. Multiplication by 1 + r restores (2) for the variables (1 + r)X and (1 + r)Y. Several steady states therefore still require α > √3, with α measured from the cold resonance, but the powers fall by the factor 2.39. At α = 3 the window becomes 1.22 < X < 2.13, and the example's X = 4 has one steady state left, with Y = 1.73 and a warming of 0.10 K. This argument counts states; their stability under slow thermal motion is a separate question.

The unheated example describes times too short for much warming. If all the heat stays in the mode volume, with a heat capacity of 2.0 × 10⁶ J/(m³ K), the upper state's absorption moves the resonance by half a linewidth in about 130 ns, or 80 units of τ.

The other effects estimated here are smaller. At 300 K, thermal fluctuations of the mode volume, with variance k_BT² divided by its heat capacity, shift the resonance by 0.3 neV, far less than the linewidth. The upper state circulates 14.9 W, and for a refractive index of 2.0 the field amplitude at its mean intensity is 0.75 MV/cm, well below the rough 10 MV/cm at which good nitride films break down in a static field. Two photons carry 1.60 eV, less than the gap of roughly 5 eV, so two-photon absorption across the gap is closed. Backscattering and Raman scattering are left out and have not been estimated.

Numerical values quoted here were computed with a short program.
